\section*{Parabolic Consumption of a Metal Barrier: Lifetime and First Correction}

\section{A case with no change of volume}

A metal film M of thickness $h$ separates an overlayer A from the material beneath. A and M react to form a compound MA$_n$. Suppose first that the compound occupies the same volume as the metal it replaces. When a thickness $s$ of metal has gone, the compound is then also $s$ thick.

To reach fresh metal, A must cross the compound. If the driving concentration difference is fixed, the concentration gradient is proportional to $1/s$, and so is the rate of consumption:
\begin{equation}
\frac{ds}{dt}=\frac{k}{2s}.
\end{equation}
The factor 2 defines the constant $k$. Multiplication by $2s$ gives $d(s^2)/dt=k$. With no compound at $t=0$,
\begin{equation}
s^2=kt .
\end{equation}
The metal is used up when $s=h$, at the time
\begin{equation}
\tau(h)=\frac{h^2}{k},
\qquad
\tau(h/2)=\frac{(h/2)^2}{k}=\frac{\tau(h)}{4}.
\label{eq:quarter}
\end{equation}

The thicker film does not merely contain twice as much metal. Its second half is consumed behind a thicker compound, and therefore more slowly. The first half takes $\tau/4$ and the second half takes $3\tau/4$.

Here $\tau$ is a consumption lifetime: the time until no metal remains. It is not necessarily the time for which the barrier protects. Transport along grain boundaries or through pinholes can end protection sooner, while the compound left behind may continue to obstruct some transport.

\section{Volume change and the two constants}

In general the compound and the metal have different volumes. Let $\Omega_M$ be the volume per atom in the metal and $\Omega_P$ the volume per formula unit MA$_n$, which contains one M atom. If $x$ is the compound thickness, conservation of M atoms per unit area requires
\begin{equation}
\frac{s}{\Omega_M}=\frac{x}{\Omega_P},
\qquad\text{so}\qquad
x=rs,\quad r=\frac{\Omega_P}{\Omega_M}.
\label{eq:volume}
\end{equation}
This assumes a dense compound, a planar front and expansion along the film normal.

Take M to be immobile in the compound, and measure $z$ from the A side, so that the metal front is at $z=x(t)$. The bound density of A is $n/\Omega_P$. Let $u(z,t)$ be the mobile excess of A divided by this bound density. At the A side $u=\delta$. At a fast-reacting metal front $u=0$. The diffusivity $D$ and the excess $\delta$ are taken as constant.

The flux of A is $-D(n/\Omega_P)\,\partial u/\partial z$. At the front it must supply the bound A in newly formed compound, which is required at the rate $(n/\Omega_P)\,dx/dt$. The common density cancels:
\begin{equation}
\frac{dx}{dt}=-D\left.\frac{\partial u}{\partial z}\right|_{z=x}.
\label{eq:front}
\end{equation}

For small $\delta$ the front moves slowly. Diffusion across the compound takes a time of order $x^2/D$, whereas growth by a further thickness $x$ takes a time of order $x^2/(D\delta)$. Their ratio is of order $\delta$, so the profile is nearly the steady one,
\begin{equation}
u_0=\delta\left(1-\frac{z}{x}\right).
\label{eq:linear}
\end{equation}
Its slope is $-\delta/x$, and equation \eqref{eq:front} becomes
\begin{equation}
\frac{dx}{dt}=\frac{D\delta}{x},
\qquad
x^2=Kt,
\qquad
K=2D\delta .
\label{eq:K}
\end{equation}
Putting $x=rs$ gives $r^2s^2=Kt$. Hence
\begin{equation}
k=\frac{K}{r^2}=\frac{2D\delta}{r^2},
\qquad
\tau=\frac{h^2}{k}=\frac{r^2h^2}{K}.
\label{eq:tau}
\end{equation}
The constant $K$ describes growth of compound, and $k$ describes loss of metal. A rate constant must be identified as one or the other before it is combined with the metal thickness.

\section{Numbers for a model barrier}

Consider a model barrier with $h=100$ nm, $n=3$, $\Omega_M=0.016$ nm$^3$, $\Omega_P=0.064$ nm$^3$, $D=800$ nm$^2$/s and $\delta=0.02$. These are round parameters and represent no particular material. They give
\begin{align}
r&=\frac{0.064}{0.016}=4,\\
K&=2(800)(0.02)=32\ \mathrm{nm^2/s},\\
k&=\frac{32}{4^2}=2\ \mathrm{nm^2/s}.
\end{align}
The lifetimes of the full and halved barriers are
\begin{align}
\tau(100\ \mathrm{nm})&=\frac{100^2}{2}=5000\ \mathrm{s}\quad(83\ \mathrm{min}),\\
\tau(50\ \mathrm{nm})&=\frac{50^2}{2}=1250\ \mathrm{s}\quad(21\ \mathrm{min}).
\end{align}
Using $K$ in place of $k$ would give $100^2/32\approx313$ s for the full barrier, too short by the factor $r^2=16$.

The inverse relation is $h=\sqrt{k\tau}$. Doubling the lifetime to 10000 s requires $\sqrt{2\times10000}\approx141$ nm, an increase of about 41\% in thickness.

For small changes, the logarithm of $\tau=h^2/k$ gives
\begin{equation}
\frac{d\tau}{\tau}=2\frac{dh}{h}-\frac{dk}{k}.
\end{equation}
A relative error in thickness therefore counts twice. For a finite reduction from 100 to 90 nm, the lifetime falls to $90^2/2=4050$ s, or 81\% of its original value. If thickness varies slowly along the film, so that lateral diffusion can be neglected, each region follows its own one-dimensional law and the thinnest region is exhausted first.

The overlayer must also last. Consuming the metal binds $nh/\Omega_M$ atoms of A per unit area. If A occupies $\Omega_A=0.016$ nm$^3$ per atom in the overlayer, the required thickness is
\begin{equation}
h_A=\frac{nh\,\Omega_A}{\Omega_M}
=3(100)\frac{0.016}{0.016}=300\ \mathrm{nm}.
\end{equation}
The mobile A stored in the compound adds to this. The linear profile has mean excess $\delta/2$, so the addition is 1\%, giving 303 nm. A thinner overlayer is used up before the metal is. Between 300 and 303 nm the mobile A stored in the compound then drains to the front and still finishes the metal, but later than with an ample overlayer. Below 300 nm some metal is left, and equation \eqref{eq:tau} no longer gives the end of the reaction.

\section{The first correction to the linear profile}

The linear profile ignores the A needed to fill the growing compound with mobile excess. To include it, use the diffusion equation
\begin{equation}
\frac{\partial u}{\partial t}=D\frac{\partial^2u}{\partial z^2}.
\label{eq:diffusion}
\end{equation}
Write $v=dx/dt$ and $u=u_0+u_1$, where $u_1$ is the first correction. At fixed $z$, $u_0$ changes because $x$ changes:
\begin{equation}
\frac{\partial u_0}{\partial t}
=\frac{\partial}{\partial t}\left(\delta-\frac{\delta z}{x}\right)
=\frac{\delta z v}{x^2}.
\end{equation}
Since $u_0$ has no second derivative in $z$, the first correction satisfies
\begin{equation}
D\frac{\partial^2u_1}{\partial z^2}=\frac{\delta v}{x^2}z,
\qquad u_1(0)=u_1(x)=0.
\end{equation}
The boundary values vanish because $u_0$ already meets the required conditions. Two integrations give
\begin{equation}
u_1=\frac{\delta v}{6Dx^2}z^3+az+b.
\end{equation}
The condition at $z=0$ sets $b=0$, and that at $z=x$ sets $a=-\delta v/(6D)$. Thus
\begin{equation}
u_1=\frac{\delta v}{6Dx^2}\left(z^3-x^2z\right).
\end{equation}
This is negative inside the compound: the profile lags below the steady line because new compound must be filled. At the front,
\begin{equation}
\left.\frac{\partial u_1}{\partial z}\right|_{x}
=\frac{\delta v}{6Dx^2}(3x^2-x^2)=\frac{\delta v}{3D}.
\end{equation}
The positive sign makes the downward slope of $u$ less steep. Substitution in equation \eqref{eq:front} gives
\begin{equation}
v=-D\left(-\frac{\delta}{x}+\frac{\delta v}{3D}\right)
=\frac{D\delta}{x}-\frac{\delta v}{3}.
\end{equation}
Collecting the terms in $v$,
\begin{equation}
v\left(1+\frac{\delta}{3}\right)=\frac{D\delta}{x}.
\end{equation}
The speed is reduced by the same factor at every thickness, so integration from $x=0$ to $x=rh$ gives
\begin{equation}
\tau=\frac{h^2}{k}\left[1+\frac{\delta}{3}+O(\delta^2)\right],
\qquad k=\frac{2D\delta}{r^2}.
\label{eq:first}
\end{equation}

For $\delta=0.02$ the predicted factor is 1.0067. A numerical solution of the full moving-front problem gives 5033 s, which is 1.0066 times the simple estimate. If $k$ is instead measured directly from metal loss under the same conditions, the correction is already contained in the measured value and must not be applied again.

\section{Why the quarter law survives the correction}

Equation \eqref{eq:first} suggests that the correction changes the constant but not the power of $h$. This can be shown without assuming small $\delta$. Seek a profile that keeps its shape as the compound grows:
\begin{equation}
u(z,t)=U(y),\qquad y=\frac{z}{x(t)}.
\end{equation}
At fixed $z$, $\partial y/\partial t=-yv/x$. The diffusion equation becomes
\begin{equation}
-\frac{yv}{x}U'=\frac{D}{x^2}U''.
\end{equation}
Define $q=xv/D$. Then $U''=-qyU'$, while the front condition \eqref{eq:front} reads $q=-U'(1)$. Since $U$ depends on $y$ alone, $q$ is a constant. Integrating from the front inward gives
\begin{equation}
U'(y)=-q\,e^{q(1-y^2)/2}.
\end{equation}
The values $U(0)=\delta$ and $U(1)=0$ then fix $q$:
\begin{equation}
\delta=q\int_0^1e^{q(1-y^2)/2}\,dy .
\label{eq:q}
\end{equation}
The right side rises continuously from zero without limit as $q$ increases, so each positive $\delta$ has one positive $q$. No thickness appears in this equation.

From $x\,dx/dt=qD$ and $x(0)=0$ it follows that $x^2=2qDt$, and
\begin{equation}
\tau=\frac{r^2h^2}{2qD}.
\end{equation}
Thus, within this model, halving $h$ quarters $\tau$ for any positive constant $\delta$.

Expansion of equation \eqref{eq:q} also checks the first correction. The integrals of $(1-y^2)$ and $(1-y^2)^2$ from 0 to 1 are $2/3$ and $8/15$, so
\begin{equation}
\frac{\delta}{q}=1+\frac{q}{3}+\frac{q^2}{15}+O(q^3).
\end{equation}
To the order needed, $q=\delta-\delta^2/3$. Therefore
\begin{align}
\frac{\tau}{h^2/k}=\frac{\delta}{q}
&=1+\frac{\delta}{3}-\frac{\delta^2}{9}+\frac{\delta^2}{15}+O(\delta^3)\nonumber\\
&=1+\frac{\delta}{3}-\frac{2\delta^2}{45}+O(\delta^3).
\end{align}
The first correction lengthens the lifetime, and the second slightly reduces that increase. At $\delta=0.2$ the numerical factor is 1.0650, compared with 1.0667 from the first correction. The second-order term has the sign and approximate size of the difference. The computed halving ratio is 0.2500 at both values of $\delta$.

\section{The opposite limit: a slow interface}

The parabolic rate diverges as $x\to0$. A real interface cannot react infinitely fast, so very thin compound needs another description. Let $u_f$ be the excess at the metal front and take a linear reaction law,
\begin{equation}
\frac{dx}{dt}=\kappa u_f .
\end{equation}
For small $\delta$, the profile is linear and the small excess left in newly formed compound can be neglected. Diffusion must then supply what the reaction uses:
\begin{equation}
\frac{D(\delta-u_f)}{x}=\kappa u_f,
\qquad
u_f=\frac{\delta}{1+\kappa x/D}.
\end{equation}
Multiplying by $\kappa$ and dividing numerator and denominator by $\kappa$ gives
\begin{equation}
\frac{dx}{dt}=\frac{\delta}{x/D+1/\kappa}.
\end{equation}
The two terms in the denominator are the resistances of the compound and the interface. Integration from zero yields
\begin{equation}
\frac{x^2}{2D}+\frac{x}{\kappa}=\delta t .
\end{equation}
At exhaustion $x=rh$, so
\begin{equation}
\tau=\frac{h^2}{k}+\frac{h}{\ell},
\qquad \ell=\frac{\kappa\delta}{r}.
\label{eq:mixed}
\end{equation}
Here $\ell$ is the initial rate of metal loss. With $b=k/(\ell h)$, the ratio of the linear to the quadratic term, equation \eqref{eq:mixed} is $\tau(h)=(h^2/k)(1+b)$. Halving $h$ doubles $b$, hence
\begin{equation}
\frac{\tau(h/2)}{\tau(h)}=\frac{1}{4}\,\frac{1+2b}{1+b}.
\label{eq:ratio}
\end{equation}
The ratio tends to $1/4$ for $b\ll1$ and to $1/2$ for $b\gg1$. In the second limit the reaction consumes metal at a constant rate, so half the metal lasts half as long.

For $\kappa=8$ nm/s, the model barrier has $\ell=8(0.02)/4=0.04$ nm/s and $b=2/(0.04\times100)=0.5$. The lifetimes are
\begin{align}
\tau(100\ \mathrm{nm})&=5000+\frac{100}{0.04}=7500\ \mathrm{s},\\
\tau(50\ \mathrm{nm})&=1250+\frac{50}{0.04}=2500\ \mathrm{s}.
\end{align}
The slow interface lengthens both lives, but the thinner barrier retains one third of the full lifetime. The full diffusion solution keeps the excess left in new compound, so that its front balance is $-D\,\partial u/\partial z|_{z=x}=(1+u_f)\,dx/dt$. Started from 0.1 nm of compound, it gives 7546 and 2513 s. Growth of that first 0.1 nm, which is not counted, would add about $0.1/(8\times0.02)\approx0.6$ s to each. Both lifetimes exceed the estimates by less than 1\%.

\section{Compound present at the start}

An earlier heat treatment may leave compound of thickness $x_0$. Let $h$ now mean the metal that remains. With a fast interface and small $\delta$, equation \eqref{eq:K} integrates from $x_0$ to $x_0+rh$:
\begin{align}
K\tau&=(x_0+rh)^2-x_0^2=r^2h^2+2rhx_0,\\
\tau&=\frac{h}{k}\left(h+\frac{2x_0}{r}\right).
\end{align}
The second line uses $K=r^2k$. The old compound adds a term linear in $h$, as the slow interface did, so halving the remaining metal again leaves more than a quarter of the lifetime.

For $x_0=40$ nm, $2x_0/r=20$ nm. The lifetimes are $100(120)/2=6000$ s and $50(70)/2=1750$ s, with ratio 0.292. The full solution, started from a linear profile, gives 6040 and 1762 s and the same ratio to three digits. This comparison holds $x_0$ fixed while the remaining metal is halved.

\section{Changing temperature and attack from both faces}

If temperature varies slowly enough for the profile to remain nearly linear, and $r$ stays constant, $k$ becomes a function of time. Then $d(s^2)/dt=k(t)$, and exhaustion occurs when
\begin{equation}
\int_0^\tau k(t)\,dt=h^2 .
\end{equation}
Halving the thickness quarters the integral that the barrier can withstand. It quarters the elapsed time if $k$ is constant, but not for a general heating schedule.

If both faces react independently with constants $k_1$ and $k_2$, the consumed thicknesses add:
\begin{equation}
h=\sqrt{k_1\tau}+\sqrt{k_2\tau},
\qquad
\tau=\frac{h^2}{(\sqrt{k_1}+\sqrt{k_2})^2}.
\end{equation}
The quarter law remains, with a larger effective constant. For equal constants the lifetime is one quarter of the one-sided value, because each front has to consume half the film.

The numerical output below gives the inputs, the estimates and the corresponding full diffusion solutions.

\section*{Values computed for the example and the checks}
\begin{verbatim}
INPUTS
initial metal thickness h = 100 nm
A atoms per M atom n = 3
volume per M atom in metal = 0.016 nm^3
volume per product formula unit = 0.064 nm^3
volume per A atom in overlayer = 0.016 nm^3
diffusivity D = 800 nm^2/s
relative mobile excess delta = 0.02
ESTIMATE
product/metal volume ratio r = 4.00
final product thickness = 400 nm
product growth constant K = 32.00 nm^2/s
metal consumption constant k = 2.00 nm^2/s
lifetime at 100 nm = 5000 s
same lifetime = 83.3 min
lifetime at 90 nm = 4050 s
lifetime at 50 nm = 1250 s
same halved-barrier lifetime = 20.8 min
lifetime ratio, 90% thickness = 0.8100
lifetime ratio, half thickness = 0.2500
mistaken lifetime h^2/K = 312.5 s
thickness for twice the lifetime = 141.4 nm
minimum overlayer, bound A only = 300 nm
FULL DIFFUSION SOLUTION
lifetime at 100 nm = 5033.2 s
lifetime at 50 nm = 1258.3 s
halving ratio = 0.25000
lifetime / simple estimate = 1.00664
predicted factor 1+delta/3 = 1.00667
overlayer consumed = 302.9 nm
larger test excess delta = 0.20
its lifetime / simple estimate = 1.0650
its predicted factor 1+delta/3 = 1.0667
its halving ratio = 0.25000
SLOW INTERFACE
interface coefficient kappa = 8.0 nm/s
linear consumption rate ell = 0.040 nm/s
parameter b = k/(ell*h) = 0.50
formula lifetimes, h and h/2 = 7500, 2500 s
full lifetimes, h and h/2 = 7545.9, 2513.2 s
halving ratio, formula = 0.3333
halving ratio, full solution = 0.3331
PRODUCT ALREADY PRESENT
existing product thickness = 40 nm
formula lifetimes, h and h/2 = 6000, 1750 s
full lifetimes, h and h/2 = 6039.8, 1761.6 s
halving ratio, formula = 0.2917
halving ratio, full solution = 0.2917
\end{verbatim}
